# Zero mean field in an unelectroded ferroelectric plate with free walls, part 1

(Sections cited here and not found follow in the second part.)

## 1. Mean field, wall pressure and balance

### The situation

A ferroelectric plate lies between two insulating spacers, with metal electrodes on the far sides of the spacers. The faces of the plate carry no metal and no free charge. The plate contains domains polarized up and down, separated by 180 degree walls. When a voltage is applied, the up domains grow at the expense of the down domains. Their growth places bound charge on the faces, and that charge opposes the field which drives the walls. The question is where the motion stops: when one domain type has filled the plate, or earlier.

For freely moving walls in a thick plate it stops earlier. The net polarization adjusts until the mean internal field is zero, as long as the applied displacement is smaller than the spontaneous polarization. The statement concerns the mean field. Close to the faces, fields that alternate from domain to domain remain, and at finite thickness they leave a small mean field as well. Section 2 calculates both.

### Model and conventions

The $z$ axis is the polar axis and the plate normal. The plate has thickness $d$ and is much wider than it is thick, so edge fields are left out. Inside a domain the polarization along $z$ consists of a fixed part $P=\pm P_s$ and a part linear in the field. The displacement is therefore

$$D_z=\epsilon_0\kappa_cE_z+P,\qquad D_x=\epsilon_0\kappa_aE_x, \tag{1}$$

where $\kappa_c$ and $\kappa_a$ are the relative permittivities of one domain along and across the polar axis. They do not include the response due to wall motion, which is what is being calculated. The spacers have relative permittivity $\kappa_o$ and total thickness $L$.

Let $m$ be the volume average of $P/P_s$. If the up domains fill a fraction $f$ of the volume, then $m=f-(1-f)=2f-1$, so $m$ lies between $-1$ and $1$. The voltage $V$ is the integral of $E_z$ through the whole stack, positive when the applied field points along $+z$.

"Free" means that a wall experiences no pinning force: it moves under any pressure, however small. Domains of both signs are assumed to be present, so that no reversed domain has to be nucleated.

### Gauss's law fixes the mean field

There is no free charge between the electrodes, so $\partial_xD_x+\partial_yD_y+\partial_zD_z=0$. Average this equation over a plane of constant $z$. The first two terms average to zero, because for a periodic or very wide pattern they leave only edge terms. Hence the lateral average of $D_z$ does not depend on $z$. Call it $D_0$; it is also the free charge per area on the lower electrode.

Now average the first relation of (1) over the volume of the plate. With $E_\text{in}$ the volume average of $E_z$,

$$D_0=\epsilon_0\kappa_cE_\text{in}+mP_s
\quad\Longrightarrow\quad
E_\text{in}=\frac{D_0-mP_s}{\epsilon_0\kappa_c}. \tag{2}$$

No assumption about the shape of the domains has been used. The mean field depends on the pattern through $m$ alone. It vanishes when $mP_s=D_0$, which is possible for $|D_0|\le P_s$. What remains to be shown is that free walls go to this value.

### The energy of the mean field

For a domain of fixed sign, the work per volume in changing the displacement is $E_z\,dD_z$. Equation (1) gives $E_z=(D_z-P)/(\epsilon_0\kappa_c)$. Integration from the field-free state $D_z=P$ gives

$$u=\int_P^{D_z}\frac{D'-P}{\epsilon_0\kappa_c}\,dD'
=\frac{(D_z-P)^2}{2\epsilon_0\kappa_c}=\tfrac12\epsilon_0\kappa_cE_z^2. \tag{3}$$

The up and down states have equal energy at zero field by symmetry, so no further term distinguishes them. The transverse field adds $\tfrac12\epsilon_0\kappa_aE_x^2$ in the same way.

For straight walls parallel to $z$, the up fraction is the same in every layer. The lateral average of $E_z$ is then $E_\text{in}$ in every layer, and $E_z=E_\text{in}+e_z$, where $e_z$ has zero lateral average. On squaring and averaging, the cross term $2E_\text{in}e_z$ drops out. The mean field therefore contributes its own energy per plate area,

$$F_\text{mean}=\tfrac12 d\,\epsilon_0\kappa_cE_\text{in}^2
=\frac{d\,(D_0-mP_s)^2}{2\epsilon_0\kappa_c}, \tag{4}$$

and the alternating field contributes separately. Equation (4) grows in proportion to $d$ at fixed $D_0$ and $m$. Section 2 shows that the alternating field and the walls together cost an energy that grows only as $\sqrt d$. In a thick plate (4) therefore decides the balance.

### The pressure on a wall

Take stripes of period $\Lambda$, one up stripe and one down stripe, and hold $D_0$ and $\Lambda$ fixed. Let the up stripe widen by $\delta a$. Its volume fraction rises by $\delta a/\Lambda$, so $\delta m=2\,\delta a/\Lambda$. The energy of one period, per length along the stripes, is $\Lambda F_\text{mean}$, and it changes by

$$\delta(\Lambda F_\text{mean})
=\Lambda\,\frac{d\,(D_0-mP_s)(-P_s)}{\epsilon_0\kappa_c}\,\frac{2\,\delta a}{\Lambda}
=-2P_sE_\text{in}\,d\,\delta a. \tag{5}$$

The walls have swept the volume $d\,\delta a$ per length. The energy released per swept volume is the pressure

$$p_\text{wall}=2P_sE_\text{in}, \tag{6}$$

counted positive when it enlarges the up domains. The factor 2 appears because the swept material changes its polarization from $-P_s$ to $+P_s$.

A two-dimensional finite-difference solution of the field equation tests (2) and (6). It uses $\kappa_c=2$, $\kappa_a=4$, $\kappa_o=1.5$, $d=0.8\Lambda$ and $D_0=0.3P_s$. At equal stripe widths, the pressure obtained from the energies of two displaced patterns agrees with $2P_sE_\text{in}$ to six decimals. At that symmetric point the alternating field gives no net pressure, so the comparison isolates the mean-field part. Equation (2) also holds there for a zigzag pattern whose up fraction varies from about 0.3 in the mid-plane to 0.7 at the faces.

### Balance and saturation

Suppose $0<D_0<P_s$ and $m<D_0/P_s$. By (2) the mean field is positive, and by (6) it enlarges the up domains. This raises $m$ and lowers the field. If $m>D_0/P_s$, both signs are reversed and the up domains shrink. The walls come to rest at

$$m=\frac{D_0}{P_s},\qquad E_\text{in}=0\qquad(|D_0|<P_s). \tag{7}$$

The balance is stable, since the second derivative of (4) with respect to $m$ is $dP_s^2/(\epsilon_0\kappa_c)>0$.

If $D_0>P_s$, the field in (2) is positive even at $m=1$. The up domains grow until none of the other type is left. The plate is then a single domain and cannot compensate any further:

$$m=1,\qquad E_\text{in}=\frac{D_0-P_s}{\epsilon_0\kappa_c}\qquad(D_0>P_s). \tag{8}$$

For $D_0<-P_s$, the same argument gives $m=-1$ and $E_\text{in}=(D_0+P_s)/(\epsilon_0\kappa_c)$. In this macroscopic limit the field is continuous at saturation, and its slope against $D_0$ jumps from zero to $1/(\epsilon_0\kappa_c)$.

### Fixed voltage

A circuit usually fixes $V$, and $D_0$ then changes as the walls move. The spacer field is $D_0/(\epsilon_0\kappa_o)$. The source delivers the work $VD_0$ per area, so the quantity to be minimized is

$$G=\frac{LD_0^2}{2\epsilon_0\kappa_o}+\frac{d(D_0-mP_s)^2}{2\epsilon_0\kappa_c}-VD_0. \tag{9}$$

Setting the derivative with respect to $D_0$ to zero gives the voltage sum

$$\frac{LD_0}{\epsilon_0\kappa_o}+d\,E_\text{in}=V. \tag{10}$$

The derivative with respect to $m$ is $-dP_sE_\text{in}$. The change of $D_0$ that accompanies a change of $m$ adds nothing to first order, because $G$ is stationary in $D_0$. The walls therefore stop at $E_\text{in}=0$ once more.

To find the field at any $m$, insert $D_0=\epsilon_0\kappa_cE_\text{in}+mP_s$ into (10) and collect the terms in $E_\text{in}$:

$$V=E_\text{in}\left(d+\frac{L\kappa_c}{\kappa_o}\right)+\frac{mLP_s}{\epsilon_0\kappa_o}. \tag{11}$$

With the definition

$$V_\text{full}=\frac{LP_s}{\epsilon_0\kappa_o}, \tag{12}$$

this becomes

$$E_\text{in}=\frac{V-mV_\text{full}}{d+L\kappa_c/\kappa_o}. \tag{13}$$

For $|V|<V_\text{full}$ the balance is $m=V/V_\text{full}$, and the whole voltage lies across the spacers. For $V>V_\text{full}$ the plate is saturated, and (13) with $m=1$ gives its field.

The limit $L\to0$ shows what the missing face electrodes do. Then $V_\text{full}\to0$ and $E_\text{in}=V/d$ for every $m$. Metal on the faces supplies the charge that compensates the polarization, and any nonzero voltage drives free walls to saturation. The range of zero field exists because the faces have no such supply.

### A plate between spacers

The example uses rough parameters of barium titanate near room temperature: $P_s=26\ \mu\text{C/cm}^2$, $\kappa_c=150$, $\kappa_a=3000$. The plate is 500 µm thick. Two directly bonded strontium titanate spacers, 100 µm each, have $\kappa_o=300$, so $L=200$ µm. The voltage is 2.0 kV.

If the walls were frozen at $m=0$, (13) would give

$$E_\text{in}=\frac{2.0\ \text{kV}}{500\ \mu\text{m}+200\ \mu\text{m}\times150/300}=33.3\ \text{kV/cm}. \tag{14}$$

Free walls remove this field. The spacer field becomes $V/L=100$ kV/cm, the displacement is $D_0=\epsilon_0\kappa_oV/L=2.66\ \mu\text{C/cm}^2$, and

$$m=\frac{2.66}{26}=0.102. \tag{15}$$

The up domains fill 55% of the plate. A modest imbalance is enough to cancel the field, because $P_s$ is large compared with $D_0$.

From (12), which takes the spacers as linear, $V_\text{full}=19.6$ kV. This corresponds to a spacer field of 0.98 MV/cm, already three times a rough spacer breakdown field of 0.30 MV/cm. The permittivity of strontium titanate falls in high fields, which raises the voltage needed still further. In the real stack the spacers would be expected to fail before the plate saturates.

An air gap in place of the spacers limits the effect much more severely. With $\kappa_o=1$ the outside field at saturation is $P_s/\epsilon_0=294$ MV/cm, while air in a wide gap breaks down at roughly 0.03 MV/cm. Even at that breakdown field, $m$ would reach only about $0.03/294\approx10^{-4}$.

### When walls are pinned

Real walls stay at rest until the field exceeds some threshold $E_c$. The motion described above then stops as soon as $|E_\text{in}|$ falls to about $E_c$. By (13), the corresponding spread in $m$ at fixed voltage is

$$\Delta m=\pm\frac{E_c\,(d+L\kappa_c/\kappa_o)}{V_\text{full}}. \tag{16}$$

For a rough value $E_c=1$ kV/cm this is $\pm0.003$, or 3% of $m$ in (15). The frozen-wall field (14) is about 33 times the threshold, so for this stack the free-wall result is a reasonable first estimate.

The air gap behaves differently. At the breakdown field of air, the field inside an unpolarized plate is $0.03\ \text{MV/cm}/150=0.2$ kV/cm. This is below the threshold, and such walls would not start to move. Narrow air gaps withstand higher fields, so the comparison has to be made for the gap at hand. An implementation should therefore compare the frozen-wall field with $E_c$ before it uses (7).

## 2. Finite thickness, stray fields and saturation

### Symbols and results carried over

The plate has thickness $d$, spontaneous polarization $\pm P_s$ and relative permittivities $\kappa_c$ along and $\kappa_a$ across the polar axis $z$. The outside has $\kappa_o$. The mean displacement is $D_0$, the volume average of $P/P_s$ is $m$, and one up stripe plus one down stripe has width $\Lambda$. Section 1 found the mean field $E_\text{in}=(D_0-mP_s)/(\epsilon_0\kappa_c)$ and its energy per area $d(D_0-mP_s)^2/(2\epsilon_0\kappa_c)$. The derivative of the macroscopic energy with respect to $m$ is $-dP_sE_\text{in}$, both at fixed $D_0$ and at fixed voltage $V$. For spacers of total thickness $L$, saturation is expected at $V_\text{full}=LP_s/(\epsilon_0\kappa_o)$, and below it $m=V/V_\text{full}$.

What was left out is the cost of the pattern itself: wall energy $\gamma$ per wall area, and the alternating field near the faces.

### The alternating field of stripes

Place $x=0$ at the centre of an up stripe of width $a=\Lambda(1+m)/2$, and let $k_n=2\pi n/\Lambda$. Since $P=-P_s$ everywhere except for an added $2P_s$ in the up stripe, the cosine amplitudes for $n\ge1$ are

$$p_n=\frac{2}{\Lambda}\int_{-a/2}^{a/2}2P_s\cos k_nx\,dx
=\frac{4P_s}{n\pi}\sin\frac{n\pi(1+m)}{2}. \tag{17}$$

Consider one amplitude $p$ with wave number $k$. The polarization does not vary along $z$ inside the plate, so the potential obeys $\kappa_a\partial_x^2\phi+\kappa_c\partial_z^2\phi=0$ there. With the faces at $z=\pm d/2$, the solution odd in $z$ is

$$\phi=\Phi\cos kx\,\frac{\sinh qz}{\sinh(qd/2)},\qquad q=k\sqrt{\kappa_a/\kappa_c}. \tag{18}$$

Above the plate $\phi=\Phi\cos kx\,e^{-k(z-d/2)}$, provided that the electrodes are many times $1/k$ away. Continuity of $D_z$ at the upper face requires

$$\epsilon_0\kappa_ok\Phi=-\epsilon_0\kappa_cq\Phi\coth\frac{qd}{2}+p. \tag{19}$$

With $\bar\kappa=\sqrt{\kappa_a\kappa_c}$ one has $\kappa_cq=\bar\kappa k$, and therefore

$$\Phi=\frac{p}{\epsilon_0k\,[\kappa_o+\bar\kappa\coth(qd/2)]}. \tag{20}$$

The field energy is half the integral of $(\mathbf D-\mathbf P)\cdot\mathbf E$. The integral of $\mathbf D\cdot\mathbf E=-\mathbf D\cdot\nabla\phi$ vanishes after integration by parts, since the alternating part has no free charge and decays outside. What remains is half the integral of $P\,\partial_z\phi$. Integration over $z$ gives $p\cos kx$ times the potential difference $2\Phi\cos kx$ between the faces. The average of $\cos^2kx$ is $\tfrac12$, so the energy per area is $p\Phi/2$, both faces included. Summed over $n$,

$$F_\text{stray}=\sum_{n\ge1}\frac{p_n^2}{2\epsilon_0k_n[\kappa_o+\bar\kappa\coth(q_nd/2)]}. \tag{21}$$

The finite-difference solution of Section 1, with up fractions 0.50, 0.62 and 0.80, differs from (21) by at most 0.11% of the stray energy.

The mean-field energy drives free walls toward zero mean field, at $m=D_0/P_s$ for $|D_0|<P_s$, and (21) gives the energy of the alternating field of straight stripes. It remains to find the stripe period, to show that the pattern's cost grows only as $\sqrt d$, and to calculate the residual mean field and the onset of saturation at finite thickness.
